**Recovering the Rashba coefficient from two branch densities**

For a parabolic subband of mass \(m\) with both Rashba branches occupied above their crossing, the program tests \(|\alpha|=(\hbar^2\sqrt\pi/m)(\sqrt{n_-}-\sqrt{n_+})\). Here \(n_-\) and \(n_+\) are the zero-temperature densities of the lower and upper branch. It locates Fermi contours by root search on numerically diagonalized Hamiltonians and asserts that the formula returns the coefficient put in, from weak splitting to near the crossing. A separate count of eigenstates on a \(k\)-lattice returns 0.2001 eV nm for an input of 0.2000 eV nm. Further assertions cover the Fermi energy, the threshold density, the error of the weak-splitting formula, the ring-shaped occupation below the crossing and the sensitivity to a density error. For rough InAs inversion-layer values the output gives \(|\alpha|=0.01433\) eV nm, with the weak-splitting formula low by about 0.045%. The program also sizes nonparabolicity, Dresselhaus coupling, temperature and the distance to the second subband for the same example.

## Verification by program

```python
# Result under test: for one parabolic subband with Rashba coupling,
#   H = hbar^2 k^2/(2m) + alpha (k_y sigma_x - k_x sigma_y),
# and both branches occupied above their crossing (Fermi energy > 0),
#   |alpha| = (hbar^2 sqrt(pi)/m) (sqrt(n_minus) - sqrt(n_plus)),
# n_minus, n_plus: zero-temperature densities of the lower and upper branch.
# Internal units: eV, nm, nm^-2; masses in units of the free-electron mass.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

HB2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m0 in eV nm^2
KB = const.k / const.e                             # eV/K
CM = 0.01                                          # 1e12 cm^-2 in nm^-2
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])


def rashba_from_densities(n_minus, n_plus, mass):
    return HB2 * np.sqrt(np.pi) / mass * (np.sqrt(n_minus) - np.sqrt(n_plus))


def weak_formula(n_minus, n_plus, mass):
    total = n_minus + n_plus
    return HB2 * np.sqrt(np.pi) / mass * (n_minus - n_plus) / np.sqrt(2 * total)


def parabola(mass):
    return lambda k: HB2 * k**2 / (2 * mass)


def levels(k, angle, alpha, beta, dispersion):
    """Two eigenvalues of the matrix; beta is linear Dresselhaus coupling."""
    kx, ky = k * np.cos(angle), k * np.sin(angle)
    h = (dispersion(k) * np.eye(2) + alpha * (ky * SX - kx * SY)
         + beta * (kx * SX - ky * SY))
    return np.linalg.eigvalsh(h)


def contour_densities(alpha, beta, dispersion, fermi, k_max, n_angles=12):
    """Branch densities from areas inside numerically located contours."""
    angles = 2 * np.pi * np.arange(n_angles) / n_angles
    result = []
    for branch in (0, 1):
        radii = [brentq(lambda k: levels(k, a, alpha, beta, dispersion)[branch]
                        - fermi, 0.0, k_max, xtol=1e-14) for a in angles]
        result.append(np.mean(np.square(radii)) / (4 * np.pi))
    return result


# ---- recovery of a known coefficient, from weak splitting to the crossing
mass = 0.04
for alpha_in, fermi_in in [(0.01, 0.06), (0.05, 0.01), (0.2, 0.02), (0.2, 0.001)]:
    nm, npl = contour_densities(alpha_in, 0, parabola(mass), fermi_in, 2.0)
    assert abs(rashba_from_densities(nm, npl, mass) / alpha_in - 1) < 1e-8
    assert abs(2 * np.pi * HB2 * np.sqrt(nm * npl) / mass / fermi_in - 1) < 1e-8
    k_r = mass * alpha_in / HB2
    total_formula = k_r**2 / np.pi + mass * fermi_in / (np.pi * HB2)
    assert abs((nm + npl) / total_formula - 1) < 1e-8
    p = (nm - npl) / (nm + npl)
    ratio = np.sqrt(2 / (1 + np.sqrt(1 - p**2)))
    assert abs(alpha_in / weak_formula(nm, npl, mass) / ratio - 1) < 1e-7

# ---- direct count of eigenstates on a k lattice (lattice error about 1e-3)
alpha_in, fermi_in = 0.2, 0.02
axis = np.linspace(-0.32, 0.32, 701)
dk = axis[1] - axis[0]
kx, ky = [a.ravel()[:, None, None] for a in np.meshgrid(axis, axis)]
energies = np.linalg.eigvalsh(HB2 * (kx**2 + ky**2) / (2 * mass) * np.eye(2)
                              + alpha_in * (ky * SX - kx * SY))
counted = np.sum(energies < fermi_in, axis=0) * dk**2 / (4 * np.pi**2)
alpha_count = rashba_from_densities(counted[0], counted[1], mass)
assert abs(alpha_count / alpha_in - 1) < 3e-3

# ---- at the crossing: threshold density and largest error of weak formula
nm, npl = contour_densities(alpha_in, 0, parabola(mass), 1e-7, 2.0)
k_r = mass * alpha_in / HB2
assert abs((nm + npl) / (k_r**2 / np.pi) - 1) < 1e-4
ratio_crossing = alpha_in / weak_formula(nm, npl, mass)
assert abs(ratio_crossing - np.sqrt(2)) < 1e-3

# ---- below the crossing: both contours belong to the lower branch
fermi_below = -0.005
lower = lambda k: levels(k, 0.3, alpha_in, 0, parabola(mass))[0] - fermi_below
k_scan = np.linspace(0, 0.4, 401)
k_bottom = k_scan[np.argmin([lower(k) for k in k_scan])]
k_in, k_out = brentq(lower, 0, k_bottom), brentq(lower, k_bottom, 1.0)
assert abs(HB2 / (2 * mass) * (k_out + k_in) / alpha_in - 1) < 1e-8
misuse = rashba_from_densities(k_out**2 / (4 * np.pi), k_in**2 / (4 * np.pi), mass)
assert misuse < 0.9 * alpha_in

# ---- worked example: rough InAs inversion-layer regime
n_minus, n_plus = 0.53 * CM, 0.47 * CM
n_total = n_minus + n_plus
k_minus, k_plus = np.sqrt(4 * np.pi * n_minus), np.sqrt(4 * np.pi * n_plus)
alpha = rashba_from_densities(n_minus, n_plus, mass)
alpha_weak = weak_formula(n_minus, n_plus, mass)
k_r = mass * alpha / HB2
fermi = 2 * np.pi * HB2 * np.sqrt(n_minus * n_plus) / mass
k_mean = np.sqrt(2 * np.pi * n_total)
splitting = np.diff(levels(k_mean, 0.7, alpha, 0, parabola(mass)))[0]
assert abs(splitting / (2 * alpha * k_mean) - 1) < 1e-8
back = contour_densities(alpha, 0, parabola(mass), fermi, 2.0)
assert np.allclose(back, [n_minus, n_plus], rtol=1e-8)
polar = (n_minus - n_plus) / n_total
assert abs((alpha / alpha_weak - 1) / (polar**2 / 8) - 1) < 0.01

# ---- sensitivity to an error in the lower-branch density
gain = np.sqrt(n_minus) / (2 * (np.sqrt(n_minus) - np.sqrt(n_plus)))
step = 1e-5
slope = (rashba_from_densities(n_minus * (1 + step), n_plus, mass)
         - rashba_from_densities(n_minus * (1 - step), n_plus, mass)) / (2 * step)
assert abs(slope / alpha / gain - 1) < 1e-5
shift_density = rashba_from_densities(1.01 * n_minus, n_plus, mass) / alpha - 1

# ---- nonparabolic band: E (1 + E/gap) = hbar^2 k^2/(2 m_edge)
gap = 0.35


def kane(edge_mass):
    return lambda k: gap / 2 * (np.sqrt(1 + 2 * HB2 * k**2 / (edge_mass * gap)) - 1)


def alpha_general(dispersion, k_lower, k_upper):
    return (dispersion(k_lower) - dispersion(k_upper)) / (k_lower + k_upper)


def fermi_mass(edge_mass):
    h = 1e-5
    velocity = (kane(edge_mass)(k_mean + h) - kane(edge_mass)(k_mean - h)) / (2 * h)
    return HB2 * k_mean / velocity


edge = brentq(lambda m: fermi_mass(m) - mass, 0.005, mass)
test_n = contour_densities(0.03, 0, kane(edge), 0.05, 1.5)
test_k = np.sqrt(4 * np.pi * np.array(test_n))
assert abs(alpha_general(kane(edge), *test_k) / 0.03 - 1) < 1e-8
shift_fermi_mass = alpha_general(kane(edge), k_minus, k_plus) / alpha - 1
shift_edge_mass = alpha_general(kane(mass), k_minus, k_plus) / alpha - 1
assert abs(shift_fermi_mass) < 0.01 < abs(shift_edge_mass)

# ---- linear Dresselhaus coupling, rough bulk coefficient and layer width
bulk_dresselhaus, width = 0.03, 10.0
beta = bulk_dresselhaus * (np.pi / width)**2
mixed = contour_densities(alpha, beta, parabola(mass), fermi, 2.0, 48)
shift_dressel = rashba_from_densities(*mixed, mass) / alpha - 1
assert abs(shift_dressel / (beta**2 / (4 * alpha**2)) - 1) < 0.1
only_beta = contour_densities(0, alpha, parabola(mass), fermi, 2.0)
assert np.allclose(only_beta, [n_minus, n_plus], rtol=1e-8)

# ---- temperature at fixed total density
k_grid = np.linspace(0, 1.6, 32001)


def thermal_densities(temperature):
    def branches(mu):
        return [np.sum(k_grid * expit((mu - parabola(mass)(k_grid) - s * alpha
                * k_grid) / (KB * temperature))) * k_grid[1] / (2 * np.pi)
                for s in (-1, 1)]
    mu = brentq(lambda x: sum(branches(x)) - n_total, -0.2, 0.2, xtol=1e-13)
    return branches(mu)


shift_cold, shift_room = [rashba_from_densities(*thermal_densities(t), mass)
                          / alpha - 1 for t in (4.2, 300.0)]
assert abs(shift_cold) < 1e-3

# ---- distance to the second subband, hard walls with the nonparabolic band
spacing = kane(edge)(2 * np.pi / width) - kane(edge)(np.pi / width)
assert spacing > fermi

# ---- strong splitting with round model densities
s_minus, s_plus = 0.9 * CM, 0.1 * CM
strong, strong_weak = [f(s_minus, s_plus, mass)
                       for f in (rashba_from_densities, weak_formula)]

print("EXAMPLE (rough InAs inversion-layer regime)")
print(f"mass at Fermi level = {mass:.3f} m0")
print(f"hbar^2/m = {HB2/mass:.4f} eV nm^2")
print(f"n_minus = {n_minus/CM:.2f}, n_plus = {n_plus/CM:.2f} 1e12 cm^-2")
print(f"sqrt(n_minus) = {np.sqrt(n_minus):.6f} nm^-1")
print(f"sqrt(n_plus) = {np.sqrt(n_plus):.6f} nm^-1")
print(f"k_minus = {k_minus:.5f}, k_plus = {k_plus:.5f} nm^-1")
print(f"k_R = {k_r:.6f} nm^-1")
print(f"alpha = {alpha:.6f} eV nm = {alpha*1e-9:.3e} eV m")
print(f"alpha, weak formula = {alpha_weak:.6f} eV nm")
print(f"p = {polar:.3f}; exact/weak - 1 = {100*(alpha/alpha_weak-1):.4f} %")
print(f"Fermi energy above crossing = {1e3*fermi:.2f} meV")
print(f"k at mean density = {k_mean:.5f} nm^-1")
print(f"spin splitting at that k = {1e3*splitting:.2f} meV")
print(f"threshold total density = {k_r**2/np.pi/CM*1e12:.3e} cm^-2")
print("STRONG SPLITTING (round model densities, same mass)")
print(f"n_minus = {s_minus/CM:.1f}, n_plus = {s_plus/CM:.1f} 1e12 cm^-2")
print(f"alpha exact = {strong:.4f}, weak = {strong_weak:.4f} eV nm")
print(f"exact/weak = {strong/strong_weak:.4f}")
print(f"exact/weak near crossing, numerical = {ratio_crossing:.4f}")
print("TEST CASES")
print(f"state count: alpha in = {alpha_in:.4f}, out = {alpha_count:.4f} eV nm")
print(f"below crossing: Fermi energy = {1e3*fermi_below:.1f} meV")
print(f"  k_in = {k_in:.5f}, k_out = {k_out:.5f} nm^-1")
print(f"  alpha true = {alpha_in:.4f}, from misuse = {misuse:.4f} eV nm")
print("NEGLECTED EFFECTS (change of alpha in the example)")
print(f"error gain for n_minus = {gain:.2f}")
print(f"n_minus too high by 1 %: {100*shift_density:.2f} %")
print(f"gap (rough) = {gap:.2f} eV; fitted edge mass = {edge:.4f} m0")
print(f"nonparabolic, mass is Fermi-level mass: {100*shift_fermi_mass:.4f} %")
print(f"nonparabolic, mass is band-edge mass: {100*shift_edge_mass:.1f} %")
print(f"Dresselhaus bulk coefficient (rough) = {bulk_dresselhaus:.2f} eV nm^3")
print(f"layer width (rough) = {width:.0f} nm; beta = {beta:.5f} eV nm")
print(f"apparent alpha shift by Dresselhaus: {100*shift_dressel:.2f} %")
print(f"apparent alpha shift at 4.2 K: {100*shift_cold:.4f} %")
print(f"apparent alpha shift at 300 K: {100*shift_room:.1f} %")
print(f"kT at 4.2 K = {4.2e3*KB:.3f} meV, at 300 K = {300e3*KB:.2f} meV")
print(f"second subband above first (rough) = {1e3*spacing:.0f} meV")
print("OK")
```

Running it gives:

```
EXAMPLE (rough InAs inversion-layer regime)
mass at Fermi level = 0.040 m0
hbar^2/m = 1.9050 eV nm^2
n_minus = 0.53, n_plus = 0.47 1e12 cm^-2
sqrt(n_minus) = 0.072801 nm^-1
sqrt(n_plus) = 0.068557 nm^-1
k_minus = 0.25807, k_plus = 0.24303 nm^-1
k_R = 0.007523 nm^-1
alpha = 0.014332 eV nm = 1.433e-11 eV m
alpha, weak formula = 0.014325 eV nm
p = 0.060; exact/weak - 1 = 0.0451 %
Fermi energy above crossing = 59.74 meV
k at mean density = 0.25066 nm^-1
spin splitting at that k = 7.18 meV
threshold total density = 1.802e+09 cm^-2
STRONG SPLITTING (round model densities, same mass)
n_minus = 0.9, n_plus = 0.1 1e12 cm^-2
alpha exact = 0.2135, weak = 0.1910 eV nm
exact/weak = 1.1180
exact/weak near crossing, numerical = 1.4142
TEST CASES
state count: alpha in = 0.2000, out = 0.2001 eV nm
below crossing: Fermi energy = -5.0 meV
  k_in = 0.02901, k_out = 0.18097 nm^-1
  alpha true = 0.2000, from misuse = 0.1447 eV nm
NEGLECTED EFFECTS (change of alpha in the example)
error gain for n_minus = 8.58
n_minus too high by 1 %: 8.55 %
gap (rough) = 0.35 eV; fitted edge mass = 0.0286 m0
nonparabolic, mass is Fermi-level mass: 0.0108 %
nonparabolic, mass is band-edge mass: -22.9 %
Dresselhaus bulk coefficient (rough) = 0.03 eV nm^3
layer width (rough) = 10 nm; beta = 0.00296 eV nm
apparent alpha shift by Dresselhaus: 1.07 %
apparent alpha shift at 4.2 K: -0.0015 %
apparent alpha shift at 300 K: -9.7 %
kT at 4.2 K = 0.362 meV, at 300 K = 25.85 meV
second subband above first (rough) = 187 meV
OK
```
